# Operation counts in CASPT2 and the ninth-power crossover: verification in Python

```python
"""
Result under test: in internally contracted CASPT2 the two largest active
overlap matrices have dimension n_act**3. Their dense diagonalization costs
(10/3)*n_act**9 operations each and overtakes the MP2-like class at
n_act = (3*W/20)**(1/9), where W is the work of the MP2-like class.

Symbols: n_in, n_act, n_virt = inactive, active, virtual orbitals;
n_fit = number of fitted factors per orbital pair in the integrals;
E_pq = spin-summed excitation from orbital q to orbital p.
Classes, with i,j inactive, t,u,v active, a,b virtual:
A: E_ti E_uv   B: E_ti E_uj   C: E_at E_uv   D: E_ai E_tu and E_ti E_au
E: E_ti E_aj   F: E_at E_bu   G: E_ai E_bt   H: E_ai E_bj (MP2-like)
One operation = one real addition, subtraction, multiplication or division.
"""
from itertools import product
from math import comb, log, sqrt
import numpy as np
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from pyscf.fci import cistring, spin_op

rng = np.random.default_rng(7)
CLASSES = "ABCDEFGH"


# ---------- derived formulas ----------
def pairs(n):
    return n * (n + 1) // 2


def overlap_blocks(name, n_in, n_act, n_virt):
    """List of (dimension of active block, number of external indices)."""
    def split(n_ext):
        return [(pairs(n_act), pairs(n_ext)),
                (pairs(n_act - 1), pairs(n_ext - 1))]
    return {"A": [(n_act**3, n_in)], "B": split(n_in),
            "C": [(n_act**3, n_virt)], "D": [(2 * n_act**2, n_in * n_virt)],
            "E": [(n_act, n_in**2 * n_virt)], "F": split(n_virt),
            "G": [(n_act, n_in * n_virt**2)],
            "H": [(1, pairs(n_in * n_virt))]}[name]


def amplitude_count(name, n_in, n_act, n_virt):
    return {"A": n_in * n_act**3, "B": pairs(n_act * n_in),
            "C": n_virt * n_act**3, "D": 2 * n_in * n_virt * n_act**2,
            "E": n_in**2 * n_virt * n_act, "F": pairs(n_act * n_virt),
            "G": n_in * n_virt**2 * n_act, "H": pairs(n_in * n_virt)}[name]


def integral_count(name, n_in, n_act, n_virt):
    return {"A": n_in * n_act * pairs(n_act), "B": pairs(n_act * n_in),
            "C": n_virt * n_act * pairs(n_act),
            "D": n_in * n_virt * (pairs(n_act) + n_act**2),
            "E": n_in**2 * n_virt * n_act, "F": pairs(n_act * n_virt),
            "G": n_in * n_virt**2 * n_act, "H": pairs(n_in * n_virt)}[name]


def spin_state_count(n_orb, n_el, twice_spin):
    low = (n_el - twice_spin) // 2
    high = (n_el + twice_spin) // 2 + 1
    return ((twice_spin + 1) * comb(n_orb + 1, low) * comb(n_orb + 1, high)
            // (n_orb + 1))


# ---------- explicit excitations in a determinant space ----------
def excitation_lists(n_in, n_act, n_virt):
    inactive = range(n_in)
    active = range(n_in, n_in + n_act)
    virtual = range(n_in + n_act, n_in + n_act + n_virt)
    hole = list(product(active, inactive))
    particle = list(product(virtual, active))
    external = list(product(virtual, inactive))
    internal = list(product(active, active))
    return {"A": [(hole, internal)], "B": [(hole, hole)],
            "C": [(particle, internal)],
            "D": [(external, internal), (hole, particle)],
            "E": [(hole, external)], "F": [(particle, particle)],
            "G": [(external, particle)], "H": [(external, external)]}


def string_list(n_orb, n_el):
    return [int(s) for s in cistring.make_strings(range(n_orb), n_el)]


def string_operators(n_orb, n_el):
    strings = string_list(n_orb, n_el)
    address = {s: k for k, s in enumerate(strings)}
    ops = np.zeros((n_orb, n_orb, len(strings), len(strings)))
    for old, s in enumerate(strings):
        for q in range(n_orb):
            if not s >> q & 1:
                continue
            removed = s ^ (1 << q)
            for p in range(n_orb):
                if removed >> p & 1:
                    continue
                lo, hi = min(p, q), max(p, q)
                between = ((1 << hi) - 1) & ~((1 << (lo + 1)) - 1)
                sign = (-1) ** bin(removed & between).count("1")
                ops[p, q, address[removed | (1 << p)], old] = sign
    return ops


def spin_pure_state(n_orb, n_el, spin):
    """Random active state, with all other total spins projected out."""
    state = rng.standard_normal((comb(n_orb, n_el[0]), comb(n_orb, n_el[1])))
    lowest = (n_el[0] - n_el[1]) // 2
    for s in range(lowest, sum(n_el) // 2 + 1):
        if s != spin:
            image = spin_op.contract_ss(state, n_orb, n_el)
            state = np.asarray(image).reshape(state.shape) - s*(s+1)*state
            state /= np.linalg.norm(state)
    image = np.asarray(spin_op.contract_ss(state, n_orb, n_el))
    assert np.allclose(image.reshape(state.shape), spin*(spin+1)*state,
                       atol=1e-9)
    return state


def embed(state, n_in, n_act, n_virt, n_el):
    """Add doubly occupied inactive and empty virtual orbitals."""
    places = []
    for n in n_el:
        full = string_list(n_in + n_act + n_virt, n_in + n)
        where = {s: k for k, s in enumerate(full)}
        places.append([where[(s << n_in) | ((1 << n_in) - 1)]
                       for s in string_list(n_act, n)])
    shape = [comb(n_in + n_act + n_virt, n_in + n) for n in n_el]
    result = np.zeros(shape)
    result[np.ix_(*places)] = state
    return result


def excite(state, p, q, ops):
    return ops[0][p, q] @ state + state @ ops[1][p, q].T


def gram_matrix(state, products, ops):
    vectors = []
    for left, right in products:
        for r in right:
            middle = excite(state, *r, ops)
            vectors.extend(excite(middle, *l, ops).ravel() for l in left)
    vectors = np.array(vectors)
    return vectors @ vectors.T


def rank_of(gram):
    values = np.linalg.eigvalsh(gram)
    return int(np.sum(values > 1e-9 * values[-1]))


ops4 = string_operators(9, 4)
singlet_ops = (ops4, ops4)
triplet_ops = (string_operators(9, 5), string_operators(9, 3))
small, large = (2, 5, 2), (1, 7, 1)
small_lists, large_lists = excitation_lists(*small), excitation_lists(*large)
small_singlet = embed(spin_pure_state(5, (2, 2), 0), *small, (2, 2))
small_triplet = embed(spin_pure_state(5, (3, 1), 1), *small, (3, 1))
large_singlet = embed(spin_pure_state(7, (3, 3), 0), *large, (3, 3))
large_triplet = embed(spin_pure_state(7, (4, 2), 1), *large, (4, 2))

# Ranks for a singlet with 4 electrons in 5 active orbitals
small_ranks = {}
for name in CLASSES:
    small_ranks[name] = rank_of(
        gram_matrix(small_singlet, small_lists[name], singlet_ops))
    expected = amplitude_count(name, *small)
    if name == "A":
        expected = 2 * min(5**3 - 5, spin_state_count(5, 5, 1))
    if name == "C":
        expected = 2 * min(5**3 - 5, spin_state_count(5, 3, 1))
    if name == "D":
        expected -= 2 * 2
    assert small_ranks[name] == expected, (name, small_ranks[name], expected)

# Ranks with 6 electrons in 7 active orbitals, where the space is large enough
large_ranks = {}
for name in "AC":
    large_ranks[name] = (
        rank_of(gram_matrix(large_singlet, large_lists[name], singlet_ops)),
        rank_of(gram_matrix(large_triplet, large_lists[name], triplet_ops)))
    assert large_ranks[name] == (7**3 - 7, 7**3), (name, large_ranks[name])
triplet_d_rank = rank_of(
    gram_matrix(small_triplet, small_lists["D"], triplet_ops))
assert triplet_d_rank == amplitude_count("D", *small)

# Linear relations that cause the singlet rank loss
active_orbitals = range(2, 7)
i0, t0, a0, n_active_el = 0, 3, 7, 4


def summed(action):
    return sum(action(u) for u in active_orbitals)


def double(p, q, r, s):
    return excite(excite(small_singlet, r, s, singlet_ops), p, q, singlet_ops)


assert np.allclose(summed(lambda u: double(u, i0, t0, u)),
                   -n_active_el/2 * excite(small_singlet, t0, i0, singlet_ops))
assert np.allclose(summed(lambda u: double(a0, u, u, t0)),
                   (5 + 2 - n_active_el/2)
                   * excite(small_singlet, a0, t0, singlet_ops))
assert np.allclose(summed(lambda u: double(u, i0, a0, u)),
                   -n_active_el/2 * excite(small_singlet, a0, i0, singlet_ops))
assert np.allclose(summed(lambda u: double(t0, i0, u, u)),
                   n_active_el * excite(small_singlet, t0, i0, singlet_ops))

# The MP2-like overlap does not depend on the active state
external = small_lists["H"][0][0]
labels = [(l, r) for r in external for l in external]
delta_overlap = np.zeros((len(labels), len(labels)))
for row, ((a, i), (b, j)) in enumerate(labels):
    for col, ((c, k), (d, l)) in enumerate(labels):
        delta_overlap[row, col] = (
            4*((a, i, b, j) == (c, k, d, l)) + 4*((a, i, b, j) == (d, l, c, k))
            - 2*((a, i, b, j) == (c, l, d, k))
            - 2*((a, i, b, j) == (d, k, c, l)))
for state, ops in ((small_singlet, singlet_ops), (small_triplet, triplet_ops)):
    assert np.allclose(gram_matrix(state, small_lists["H"], ops),
                       delta_overlap, atol=1e-9)

# Block sizes add up to the amplitude counts; integrals are enumerated
for dims in ((2, 3, 2), (3, 4, 5)):
    lists = excitation_lists(*dims)
    for name in CLASSES:
        assert sum(d*n for d, n in overlap_blocks(name, *dims)) \
            == amplitude_count(name, *dims)
        distinct = {tuple(sorted((tuple(sorted(l)), tuple(sorted(r)))))
                    for left, right in lists[name]
                    for l in left for r in right}
        assert len(distinct) == integral_count(name, *dims)


# ---------- arithmetic that counts itself ----------
class Counted:
    __slots__ = ("x",)
    operations = 0

    def __init__(self, x):
        self.x = float(x)

    def __add__(self, other):
        Counted.operations += 1
        return Counted(self.x + other.x)

    def __sub__(self, other):
        Counted.operations += 1
        return Counted(self.x - other.x)

    def __mul__(self, other):
        Counted.operations += 1
        return Counted(self.x * other.x)

    def __truediv__(self, other):
        Counted.operations += 1
        return Counted(self.x / other.x)


def dot(x, y):
    total = x[0] * y[0]
    for k in range(1, len(x)):
        total = total + x[k] * y[k]
    return total


def counted_eigensolver(matrix):
    """Householder reduction and back-transformation, operations counted.
    The tridiagonal eigenproblem is solved by LAPACK and is not counted."""
    dim = len(matrix)
    m = [[Counted(x) for x in row] for row in matrix]
    two, half = Counted(2), Counted(0.5)
    reflectors, off_diagonal = [], []
    Counted.operations = 0
    for k in range(dim - 2):
        column = [m[r][k] for r in range(k + 1, dim)]
        norm = Counted(sqrt(dot(column, column).x))
        positive = column[0].x >= 0
        head = column[0] + norm if positive else column[0] - norm
        w = [head] + column[1:]
        beta = two / dot(w, w)
        p = [beta * dot(m[r][k + 1:], w) for r in range(k + 1, dim)]
        gamma = half * beta * dot(p, w)
        q = [x - gamma * y for x, y in zip(p, w)]
        for r in range(len(w)):
            for c in range(r + 1):
                value = m[k+1+r][k+1+c] - w[r]*q[c] - q[r]*w[c]
                m[k+1+r][k+1+c] = m[k+1+c][k+1+r] = value
        off_diagonal.append(-norm.x if positive else norm.x)
        reflectors.append((k + 1, beta, w))
    off_diagonal.append(m[dim-1][dim-2].x)
    diagonal = np.array([m[r][r].x for r in range(dim)])
    values, small_vectors = eigh_tridiagonal(
        diagonal, np.array(off_diagonal), lapack_driver="stemr")
    columns = []
    for vector in small_vectors.T:
        z = [Counted(x) for x in vector]
        for start, beta, w in reversed(reflectors):
            scale = beta * dot(w, z[start:])
            for r in range(len(w)):
                z[start + r] = z[start + r] - scale * w[r]
        columns.append([x.x for x in z])
    return values, np.array(columns).T, Counted.operations


def measured_cost(dim):
    factor = rng.standard_normal((dim, dim + 5))
    matrix = factor @ factor.T / dim
    values, vectors, operations = counted_eigensolver(matrix)
    assert np.allclose(matrix @ vectors, vectors * values, atol=1e-8)
    assert np.allclose(vectors.T @ vectors, np.eye(dim), atol=1e-8)
    return operations


sizes = [8, 16, 24, 32]
costs = [measured_cost(d) for d in sizes]
leading = (costs[3] - 3*costs[2] + 3*costs[1] - costs[0]) / (6 * 8**3)
assert abs(leading - 10/3) < 1e-10
cost_polynomial = np.poly1d(np.polyfit(sizes, costs, 3))
cost_64 = measured_cost(4**3)
assert abs(cost_polynomial(64) - cost_64) < 0.5   # size not used in the fit


def counted_mp2(n_in, n_virt, n_fit):
    n_pair = n_in * n_virt
    factors = rng.standard_normal((n_pair, n_fit))
    gaps = rng.uniform(1.0, 2.0, n_pair)
    b = [[Counted(x) for x in row] for row in factors]
    gap = [Counted(x) for x in gaps]
    g = [[None] * n_pair for _ in range(n_pair)]
    two, equal, unequal = Counted(2), Counted(0), Counted(0)
    Counted.operations = 0
    for p in range(n_pair):
        for q in range(p + 1):
            g[p][q] = g[q][p] = dot(b[p], b[q])
    for p in range(n_pair):
        i, a = divmod(p, n_virt)
        for q in range(p + 1):
            j, c = divmod(q, n_virt)
            exchange = g[i*n_virt + c][j*n_virt + a]
            term = g[p][q] * (two*g[p][q] - exchange) / (gap[p] + gap[q])
            if p == q:
                equal = equal + term
            else:
                unequal = unequal + term
    energy = -(equal + two * unequal).x
    operations = Counted.operations
    full = (factors @ factors.T).reshape(n_in, n_virt, n_in, n_virt)
    denominator = (gaps[:, None] + gaps[None, :]).reshape(full.shape)
    direct = -np.sum(full*(2*full - full.transpose(0, 3, 2, 1)) / denominator)
    assert abs(energy - direct) < 1e-9 * max(1.0, abs(direct))
    return operations


def mp2_work(n_in, n_virt, n_fit):
    return (2*n_fit + 5) * pairs(n_in * n_virt)


for dims in ((2, 3, 4), (3, 4, 7)):
    assert counted_mp2(*dims) == mp2_work(*dims) + 2   # two final operations


# ---------- worked example ----------
n_in, n_virt, n_fit, n_act = 20, 300, 1000, 12
work_h = mp2_work(n_in, n_virt, n_fit)
work_stored = 6 * pairs(n_in * n_virt)


def crossover(work):
    return (3 * work / 20) ** (1/9)


def crossover_from_measured_cost(work):
    return brentq(lambda n: 2*cost_polynomial(n**3) - work, 3, 60)


for work in (work_h, work_stored):
    assert abs(crossover(work)/crossover_from_measured_cost(work) - 1) < 2e-3
exponent = (log(cost_polynomial(13**3) / cost_polynomial(12**3))
            / log(13/12))
assert abs(exponent - 9) < 0.02

amplitude_crossovers = {
    "A": (n_in*n_virt**2/2)**(1/3), "B": n_virt,
    "C": (n_in**2*n_virt/2)**(1/3), "D": sqrt(n_in*n_virt)/2,
    "E": n_virt/2, "F": n_in, "G": n_in/2}
first_larger = {}
for name, estimate in amplitude_crossovers.items():
    n = 1
    while (amplitude_count(name, n_in, n, n_virt)
           <= amplitude_count("H", n_in, n, n_virt)):
        n += 1
    first_larger[name] = n
    assert 0 < n - estimate <= 1 + 1e-9

doubled = crossover(mp2_work(2*n_in, 2*n_virt, 2*n_fit)) / crossover(work_h)
assert abs(doubled - 2**(5/9)) < 1e-3
determinants = comb(n_act, n_act//2 + 1) * comb(n_act, n_act//2)
overlap_build = 2 * pairs(n_act**3) * determinants
one_diagonalization = 10/3 * n_act**9

print("Rank test, singlet, 4 electrons, n_in=2 n_act=5 n_virt=2 (functions):")
print("  nominal", {c: amplitude_count(c, *small) for c in CLASSES})
print("  rank   ", small_ranks)
print("Rank test, 6 electrons, n_in=1 n_act=7 n_virt=1 (functions):")
for name in "AC":
    print(f"  class {name}: nominal {7**3}, singlet {large_ranks[name][0]},"
          f" triplet {large_ranks[name][1]}")
print(f"Class D rank, triplet, n_act=5: {triplet_d_rank} functions")
print("Counted eigensolver operations:", dict(zip(sizes, costs)))
print(f"  at dimension 64: {cost_64} operations")
print(f"  leading coefficient of dimension^3: {leading:.6f}")
print(f"  local power of n_act between 12 and 13: {exponent:.4f}")
print(f"Example: n_in={n_in} n_act={n_act} n_virt={n_virt} n_fit={n_fit}")
print("class | amplitudes | diagonalize | apply vectors | integrals"
      " (last three: operations)")
for name in CLASSES:
    blocks = overlap_blocks(name, n_in, n_act, n_virt)
    # classes E, G need one matrix; class H needs none
    diagonalize = 0 if name == "H" else sum(10/3 * d**3 for d, _ in blocks)
    apply = 0 if name == "H" else sum(2 * d**2 * n for d, n in blocks)
    assemble = (2*n_fit - 1) * integral_count(name, n_in, n_act, n_virt)
    print(f"  {name} | {amplitude_count(name, n_in, n_act, n_virt):9d}"
          f" | {diagonalize:.3e} | {apply:.3e} | {assemble:.3e}")
print(f"MP2-like work with integral assembly: {work_h:.4e} operations")
print(f"MP2-like work with stored integrals: {work_stored:.4e} operations")
print(f"Crossover with assembly: n_act = {crossover(work_h):.3f}")
print(f"  from measured cost: {crossover_from_measured_cost(work_h):.3f}")
print(f"Crossover with stored integrals: n_act = {crossover(work_stored):.3f}")
print(f"  from measured cost: {crossover_from_measured_cost(work_stored):.3f}")
for n in (8, 12, 16):
    print(f"  n_act={n}: A+C diagonalization {20/3*n**9:.3e} operations,"
          f" ratio to MP2-like work {20/3*n**9/work_h:.4f}")
print(f"Crossover factor when n_in, n_virt, n_fit double: {doubled:.4f}")
print(f"Crossover factor when eigensolver cost triples: {3**(-1/9):.4f}")
print("Amplitude crossovers with class H (n_act, leading estimate):")
print("  ", {c: round(float(x), 2) for c, x in amplitude_crossovers.items()})
print("   first larger integer n_act:", first_larger)
print(f"Determinants in class-A vectors, CAS(12,12): {determinants}")
print(f"Direct build of one class-A overlap: {overlap_build:.3e} operations")
print(f"  ratio to its diagonalization: {overlap_build/one_diagonalization:.1f}")
print("no test failed")
```

Output:

```
Rank test, singlet, 4 electrons, n_in=2 n_act=5 n_virt=2 (functions):
  nominal {'A': 250, 'B': 55, 'C': 250, 'D': 200, 'E': 40, 'F': 55, 'G': 40, 'H': 10}
  rank    {'A': 150, 'B': 55, 'C': 80, 'D': 196, 'E': 40, 'F': 55, 'G': 40, 'H': 10}
Rank test, 6 electrons, n_in=1 n_act=7 n_virt=1 (functions):
  class A: nominal 343, singlet 336, triplet 343
  class C: nominal 343, singlet 336, triplet 343
Class D rank, triplet, n_act=5: 200 functions
Counted eigensolver operations: {8: 1696, 16: 13776, 24: 46464, 32: 110000}
  at dimension 64: 877424 operations
  leading coefficient of dimension^3: 3.333333
  local power of n_act between 12 and 13: 8.9995
Example: n_in=20 n_act=12 n_virt=300 n_fit=1000
class | amplitudes | diagonalize | apply vectors | integrals (last three: operations)
  A |     34560 | 1.720e+10 | 1.194e+08 | 3.742e+07
  B |     28920 | 2.540e+06 | 4.211e+06 | 5.781e+07
  C |    518400 | 1.720e+10 | 1.792e+09 | 5.613e+08
  D |   1728000 | 7.963e+07 | 9.953e+08 | 2.663e+09
  E |   1440000 | 5.760e+03 | 3.456e+07 | 2.879e+09
  F |   6481800 | 2.540e+06 | 9.401e+08 | 1.296e+10
  G |  21600000 | 5.760e+03 | 5.184e+08 | 4.318e+10
  H |  18003000 | 0.000e+00 | 0.000e+00 | 3.599e+10
MP2-like work with integral assembly: 3.6096e+10 operations
MP2-like work with stored integrals: 1.0802e+08 operations
Crossover with assembly: n_act = 12.064
  from measured cost: 12.064
Crossover with stored integrals: n_act = 6.325
  from measured cost: 6.324
  n_act=8: A+C diagonalization 8.948e+08 operations, ratio to MP2-like work 0.0248
  n_act=12: A+C diagonalization 3.440e+10 operations, ratio to MP2-like work 0.9530
  n_act=16: A+C diagonalization 4.581e+11 operations, ratio to MP2-like work 12.6920
Crossover factor when n_in, n_virt, n_fit double: 1.4695
Crossover factor when eigensolver cost triples: 0.8851
Amplitude crossovers with class H (n_act, leading estimate):
   {'A': 96.55, 'B': 300.0, 'C': 39.15, 'D': 38.73, 'E': 150.0, 'F': 20.0, 'G': 10.0}
   first larger integer n_act: {'A': 97, 'B': 301, 'C': 40, 'D': 39, 'E': 151, 'F': 21, 'G': 11}
Determinants in class-A vectors, CAS(12,12): 731808
Direct build of one class-A overlap: 2.186e+12 operations
  ratio to its diagonalization: 127.1
no test failed
```
